# Does a smaller hemispherical bump on an electrode sharpen its peak field?

## Question

I am estimating electron injection from a metal gate into a 20 nm alumina film. The metal is flat apart from a few isolated, roughly hemispherical bumps. A charged sphere of radius $a$ at potential $V$ has surface field $V/a$, so I expected a 0.5 nm bump to have a much higher peak field than a 4 nm bump, and to inject more. Is that right? And may I put the peak field into the usual triangular-barrier tunnelling formula?

## Answer

The $V/a$ argument holds the sphere's potential relative to its surroundings fixed. A bump belongs to the electrode, and what is held fixed is the field far from it. That is a different boundary-value problem, so let us solve it.

### The field of the bump

Take a perfectly conducting plane $z=0$ carrying one hemisphere of radius $a$ centred at the origin. The dielectric is uniform, linear and free of charge, and the other electrode is much farther away than $a$. Let $u$ be the electric potential relative to the metal, rising into the dielectric as it does at an electron-injecting gate. I use $E$ for the magnitude of the field, and $E_0$ for its value far from the bump. Then

$$\nabla^2u=0,\qquad u=0\ \text{on the metal},\qquad u\to E_0z\ \text{far away}.$$

Since $z=r\cos\theta$, try $u=f(r)\cos\theta$. The angular part of the Laplacian gives $-2f\cos\theta/r^2$, which leaves

$$r^2f''+2rf'-2f=0.$$

Inserting $f=r^n$ gives $n(n-1)+2n-2=(n-1)(n+2)=0$, so $f=Ar+B/r^2$. The far field requires $A=E_0$, and $f(a)=0$ requires $B=-E_0a^3$. Hence

$$u=E_0\left(r-\frac{a^3}{r^2}\right)\cos\theta=E_0z\left(1-\frac{a^3}{r^3}\right).$$

This also vanishes on the plane, where $\cos\theta=0$. It is the only solution: the difference of two solutions is harmonic and zero on the metal and at infinity, and a harmonic function takes its extremes on the boundary, so the difference is zero everywhere.

The two field components have magnitudes

$$\left|\frac{\partial u}{\partial r}\right|=E_0\left(1+\frac{2a^3}{r^3}\right)\cos\theta,\qquad \left|\frac1r\frac{\partial u}{\partial\theta}\right|=E_0\left(1-\frac{a^3}{r^3}\right)\sin\theta .$$

For $r\ge a$ the first is at most $3E_0\cos\theta$ and the second at most $E_0\sin\theta$. The total field therefore cannot exceed $3E_0$, a value reached at the apex $r=a$, $\theta=0$:

$$E_{\rm peak}=3E_0\quad\text{for every }a .$$

The radius has cancelled. The undisturbed potential at the height of the apex is $E_0a$, so the "$V$" in your estimate shrinks with the bump: $E_{\rm peak}=3(E_0a)/a$.

The same holds for any fixed shape. If $u(\mathbf x)$ solves the problem for one bump, then $u_L(\mathbf x)=L\,u(\mathbf x/L)$ solves it for the bump enlarged $L$ times. It is harmonic, vanishes on the enlarged metal surface and tends to $L E_0z/L=E_0z$. Its gradient is that of $u$ at $\mathbf x/L$, so the same field values occur, at distances $L$ times larger.

### When a sharper tip does have a higher field

Reduce the apex radius at fixed height, and the shape changes. Consider half a prolate spheroid of height $h$ and base radius $b$. Near its top $z\simeq h-hx^2/(2b^2)$, so the apex radius is $\rho=b^2/h$. The foci of the full spheroid lie at $z=\pm c$, with $c^2=h^2-b^2=h^2-h\rho$.

Place a line charge proportional to $z'$ between the foci. With $R$ the distance from the charge element to the field point, its potential is proportional to

$$I=\int_{-c}^{c}\frac{z'\,dz'}{R}=\int_{-c}^{c}\frac{z'-z}{R}\,dz'+z\int_{-c}^{c}\frac{dz'}{R}.$$

Let $r_1,r_2$ be the distances to the upper and lower focus, and let $r_1+r_2=2v$. From $r_2^2-r_1^2=4cz$ we get $r_2-r_1=2cz/v$, so $r_1=v-cz/v$ and $r_2=v+cz/v$. The first integral is $r_1-r_2=-2cz/v$. The second is

$$\ln\frac{c-z+r_1}{-c-z+r_2}=\ln\frac{(v+c)(1-z/v)}{(v-c)(1-z/v)}=\ln\frac{v+c}{v-c}.$$

Thus $I=zF(v)$ with $F(v)=\ln\frac{v+c}{v-c}-\frac{2c}{v}$. The spheroid is the surface $v=h$, and $F\to0$ far away, so

$$u=E_0z\left[1-\frac{F(v)}{F(h)}\right]$$

meets every boundary condition. On the axis above the tip $v=z$, and

$$F'(v)=-\frac{2c}{v^2-c^2}+\frac{2c}{v^2}=-\frac{2c^3}{v^2(v^2-c^2)}.$$

Using $h^2-c^2=h\rho$, the apex field is

$$\frac{E_{\rm peak}}{E_0}=-\frac{hF'(h)}{F(h)}=\frac{2c^3}{h^2\rho\,F(h)} .$$

As $c\to0$, $F(h)\to2c^3/(3h^3)$ and $\rho\to h$, which returns 3. For $h$ fixed at 2 nm, apex radii of 1, 0.5 and 0.25 nm give 4.06, 5.76 and 8.56. The ratio $\rho/h$ sets the enhancement, not the size.

### What the radius does to the tunnel barrier

Let $s=r-a$ be the distance above the apex of the hemisphere. On the axis

$$u(s)=E_0\left[(a+s)-\frac{a^3}{(a+s)^2}\right],\qquad E(s)=E_0\left[1+\frac{2a^3}{(a+s)^3}\right].$$

The excess field has halved when $(a+s)^3=2a^3$, that is, at $s=(2^{1/3}-1)a\simeq0.26a$. A small bump has the same peak but loses it sooner.

An electron at the Fermi level sees the barrier $\Phi-eu(s)$, with $e>0$. Compared with a flat electrode, the bump adds the potential

$$u-E_0s=E_0a\left[1-\frac{a^2}{(a+s)^2}\right]<E_0a .$$

To see how the barrier changes with radius at fixed $s$ and $E_0$, put $x=a/(a+s)$, which is below 1 for $s>0$:

$$\frac{\partial u}{\partial a}=E_0(1-3x^2+2x^3)=E_0(1-x)^2(1+2x)>0 .$$

A larger bump therefore gives a lower barrier at every $s>0$. In the WKB approximation the transmission varies as $e^{-S}$, with prefactors left out and

$$S=\frac2\hbar\int_0^{s_{\rm exit}}\sqrt{2m[\Phi-eu(s)]}\,ds,\qquad eu(s_{\rm exit})=\Phi .$$

So $S$ falls as $a$ grows. Its two limits are simple:

- For $a\to0$, $u\to E_0s$, the flat electrode. The integral gives $S_{\rm flat}=4\sqrt{2m}\,\Phi^{3/2}/(3\hbar eE_0)$.
- For $a\to\infty$ at fixed $s$, $a^3/(a+s)^2\to a-2s$, so $u\to3E_0s$ and $S\to S_{\rm flat}/3$.

The triangular formula with $3E_0$ thus belongs to a bump much larger than the tunnelling distance. With the parameters used below, that distance is 2.7 nm at $3E_0$, and the formula comes within a factor of 2 of the transmission only for $a$ near 37 nm, which is more than the thickness of your film.

For a small bump the other bound is useful. Since the added potential is below $E_0a$, replacing it by $E_0a$ lowers the barrier too much. For $eE_0a<\Phi$ this gives

$$S>S_{\rm flat}\left(1-\frac{eE_0a}{\Phi}\right)^{3/2}.$$

Could another path do better than the axis? From the bump, $u(r,\theta)\le u(r,0)$ and each path element is at least $dr$ long, so no path has a smaller $S$. From the plane, $u\le E_0z$ and each element is at least $dz$ long, so $S\ge S_{\rm flat}$.

### Numbers for your film

I take $E_0=2.5$ MV/cm $=0.25$ V/nm (5 V across 20 nm), $\Phi=2.0$ eV and $m$ equal to 0.2 electron masses. Then $\sqrt{2m}/\hbar=2.291\ {\rm nm^{-1}eV^{-1/2}}$ and

$$S_{\rm flat}=\frac{4(2.291)(2.0)^{3/2}}{3(0.25)}=34.6,$$

with the exit at $2.0/0.25=8.0$ nm. Holding $E_0$ fixed, the ideal peak is 7.5 MV/cm for all four bumps:

| $a$ (nm) | excess halves at (nm) | exit (nm) | $S$ | transmission / flat |
|---|---|---|---|---|
| 0.5 | 0.13 | 7.50 | 31.5 | 22 |
| 1 | 0.26 | 7.02 | 28.7 | 335 |
| 2 | 0.52 | 6.12 | 24.3 | $2.8\times10^4$ |
| 4 | 1.04 | 4.82 | 19.0 | $5.8\times10^6$ |

For $a=1$ nm, for example, the ratio to flat is $e^{34.562-28.748}=335$. The bound above gives $34.56(1-0.125)^{3/2}=28.3$, slightly below the actual 28.7: this bump has the same exponent as a flat electrode whose barrier is lowered by about 0.23 eV. Using $3E_0$ throughout would give $S=11.5$ and overstate the transmission by $e^{28.748-11.521}\simeq3\times10^7$.

The factor 3 was also tested by solving Laplace's equation on a grid, with $u=E_0z$ imposed at $r=60$ nm. The four apex factors, from the smallest bump to the largest, were 3.0002, 3.0001, 3.0002 and 3.0009.

### What changes in a real stack

**Field penetration into the metal.** This is the largest correction to the peak that I estimated. With static permittivity $\epsilon$, continuity of the normal displacement makes the field just inside the metal $\epsilon E$, if the metal's background permittivity is 1. If it decays over a screening length $\lambda$, the surface potential is not zero but $u=\epsilon\lambda E=\ell E$. For rough values $\epsilon=9$ and $\lambda=0.05$ nm, $\ell=0.45$ nm. This new length breaks the scale invariance. Solving Laplace's equation with $u=\ell\,\partial u/\partial n$ on both plane and bump gives apex factors of 1.62, 1.96, 2.30 and 2.58 for $a=0.5$, 1, 2 and 4 nm. The apex field of the smallest bump is then about 4.1 MV/cm rather than 7.5: shrinking the bump weakens it. At the same $E_0$, the exponents become 28.7, 25.9, 21.5 and 16.1, against 31.7 for the flat electrode. At a fixed 5 V, penetration at this gate alone would lower $E_0$ by about 2% and raise the flat-electrode exponent to 32.5. This boundary condition assumes $\lambda\ll a$. Resolving the exponential screening inside the metal, with the same $\epsilon$ and $\lambda$, lowers the apex factor to about 1.53 at $a=0.5$ nm (an apex field of 3.8 MV/cm) and 1.92 at 1 nm, and changes those two exponents by only about 0.01. Both treatments assume a continuous metal, which is doubtful at 0.5 nm.

**The other electrode.** Let it lie at distance $d$, with $E_0=V/d$. The bump adds the dipole potential $-E_0a^3z/r^3$. Repeating this dipole at $z=2nd$ makes the added potential odd in $z$ and periodic with period $2d$, so it vanishes at $z=d$ as required. The copies raise the field at the bump by

$$2\sum_{n=1}^{\infty}\frac{2E_0a^3}{(2nd)^3}=\frac{\zeta(3)}2\left(\frac ad\right)^3E_0,\qquad \zeta(3)=\sum_{n=1}^{\infty}\frac1{n^3}.$$

To leading order the apex factor is 3 times $1+\frac{\zeta(3)}2(a/d)^3$. For $a=4$ nm and $d=20$ nm this is 3.014; a solution with higher multipoles gives 3.015, and $S$ falls from 18.99 to 18.85.

**Neighbouring bumps.** At lateral distance $L\gg a$, one equal neighbour's dipole changes the local field by $-E_0(a/L)^3$ to leading order. For the peak field, "isolated" means that the sum of such terms is small. The transmission asks for more, because the exponent magnifies a small change of field: for $a=4$ nm and one neighbour at $L=16$ nm, the apex field falls by about 1%, but $S$ rises from 18.99 to 19.27, which lowers the transmission by about a quarter.

**Image attraction.** For an electron on the axis at $r$, with charge $q=-e$, the conditions on plane and hemisphere are met by images $-qa/r$ at $z=a^2/r$, $-q$ at $-r$, and $+qa/r$ at $-a^2/r$. Half the product of $q$ and their potential gives, in Gaussian units,

$$U=-\frac{e^2}{\epsilon_f}\left[\frac{a^3}{r^4-a^4}+\frac1{4r}\right].$$

The half appears because the images are induced by the electron itself. With a rough fast permittivity $\epsilon_f=3$ and an ideal metal, $S$ is 32.9 for the flat electrode and 30.0, 27.2, 22.8 and 17.5 for the four bumps. The order is unchanged.

**Temperature.** Weighting the transmission by the thermal supply of electrons at 300 K, without image attraction or field penetration, raises the current density over its 0 K value by a factor of 2.4 for the flat electrode and 1.5 at the apex of the 4 nm bump. These factors are small beside the differences in the table.

The parameters are round values in the rough regime of amorphous alumina on a metal gate; the barrier depends on the metal and on how the film was made. The ideal peak of 7.5 MV/cm is close to a rough film strength of 8 MV/cm, so local damage cannot be ruled out. Traps can carry current that this model omits, and an exponent near 35 leaves so little tunnelling without traps that they may dominate. The ratios therefore compare transmission at an apex; they do not predict gate current, which also depends on the emitting area. Nor do they carry over to a logic gate dielectric a few nanometres thick: there the 8 nm flat-electrode exit would lie beyond the film, and a 4 nm bump would not be isolated from the other electrode.

So the answer to both questions is no. For isolated hemispheres at the same far field, the ideal peak does not depend on radius, and the smaller bump injects less at its apex. For the tunnelling rate, use the whole profile $u(s)$, not the peak field alone. Further digits for most of these results are in the numerical output below.

## Values computed for the example and the checks

```
far field E0 = 2.50 MV/cm = 0.250 V/nm
barrier = 2.00 eV, mass = 0.20 electron masses
film thickness = 20.0 nm, voltage = 5.00 V
sqrt(2m)/hbar = 2.2912 per nm per sqrt(eV)
flat: exit = 8.000 nm, exponent = 34.562
uniform 3*E0: exit = 2.667 nm, exponent = 11.521
a = 0.5 nm: numerical peak/E0 = 3.0002, peak = 7.501 MV/cm
  excess halves at s = 0.130 nm, extra potential below 0.125 V
  exit = 7.502 nm, exponent = 31.483, transmission/flat = 21.7
a = 1.0 nm: numerical peak/E0 = 3.0001, peak = 7.500 MV/cm
  excess halves at s = 0.260 nm, extra potential below 0.250 V
  exit = 7.016 nm, exponent = 28.748, transmission/flat = 335
a = 2.0 nm: numerical peak/E0 = 3.0002, peak = 7.500 MV/cm
  excess halves at s = 0.520 nm, extra potential below 0.500 V
  exit = 6.121 nm, exponent = 24.323, transmission/flat = 2.8e+04
a = 4.0 nm: numerical peak/E0 = 3.0009, peak = 7.502 MV/cm
  excess halves at s = 1.040 nm, extra potential below 1.000 V
  exit = 4.822 nm, exponent = 18.987, transmission/flat = 5.81e+06
a = 1 nm: misuse of uniform 3*E0 overstates transmission by 3.03e+07
half-spheroid, fixed height 2.0 nm:
  apex radius 1.00 nm: peak/E0 = 4.058
  apex radius 0.50 nm: peak/E0 = 5.762
  apex radius 0.25 nm: peak/E0 = 8.564
counter-electrode, a = 4.0 nm: peak/E0 = 3.0151, leading formula 3.0144
  exponent with counter-electrode = 18.851
image attraction, fast permittivity 3.0: flat exponent = 32.875
  a = 0.5 nm: exponent = 29.976, transmission/flat = 18.1
  a = 1.0 nm: exponent = 27.234, transmission/flat = 282
  a = 2.0 nm: exponent = 22.801, transmission/flat = 2.37e+04
  a = 4.0 nm: exponent = 17.456, transmission/flat = 4.97e+06
metal screening 0.050 nm, static permittivity 9.0: l = 0.450 nm
  flat exponent with penetration = 31.687
  a = 0.5 nm: peak/E0 = 1.625, exponent = 28.666
  a = 1.0 nm: peak/E0 = 1.960, exponent = 25.940
  a = 2.0 nm: peak/E0 = 2.302, exponent = 21.482
  a = 4.0 nm: peak/E0 = 2.580, exponent = 16.075
temperature 300 K, kT = 0.02585 eV
  current factor over 0 K: flat 2.44, a = 4.0 nm 1.48
ideal peak / rough film strength of 8.0 MV/cm = 0.938
```
